# A positive backward Euler step for second-order loss of adsorption sites

When an oxygen dose on a metal surface is followed numerically in steps of time, the step length has to be chosen. If adsorption is fast compared with the step, an explicit method can return a negative number of empty sites, and the rest of the run is then worthless. The alternatives are to shorten the step or to change the update. For molecules that need two empty sites, the implicit update costs one square root and keeps the vacancy fraction positive for any step length. It does not make a long step accurate, so the choice of step also needs an error estimate.

## One step by hand

Let $v$ be the fraction of adsorption sites that are empty, and let it obey

$$\frac{dv}{dt}=-k v^2,\qquad k>0. \tag{1}$$

Start from a clean surface, $v=1$, and take a step $h$ with $hk=2$. Forward Euler uses the rate at the start of the step:

$$1-2\cdot1^2=-1 .$$

The result is a negative vacancy fraction. A second step gives $-1-2\cdot(-1)^2=-3$. Because the rate contains $v^2$, it cannot tell a negative $v$ from a positive one, and it keeps subtracting.

Backward Euler uses the rate at the end of the step. The new value $w$ must satisfy

$$w=1-2w^2,\qquad 2w^2+w-1=0,\qquad (2w-1)(w+1)=0 .$$

The roots are $w=1/2$ and $w=-1$. Only the first can be a vacancy fraction. The exact solution of (1), derived below, is $1/(1+2)=1/3$. The implicit step thus has the right sign and direction, but it leaves too many sites empty. These features are general.

## Where the rate law comes from

A diatomic molecule that dissociates on arrival fills two adjacent sites. Let $F$ be the number of molecules striking unit area per unit time, $N$ the number of sites per unit area, and $s_0$ the probability of dissociative sticking on the clean surface. Assume that sticking is proportional to the probability that two neighbouring sites are both empty. If the adatoms do not interact and mix quickly over the surface, neighbouring sites are independent and this probability is $v^2$. Each site then sees $F/N$ arrivals per unit time, a fraction $s_0v^2$ of them sticks, and each success removes two vacancies:

$$\frac{dv}{dt}=-2\,\frac{F}{N}\,s_0v^2,\qquad k=\frac{2s_0F}{N}. \tag{2}$$

The factor 2 is part of $k$. Constant $k$ requires constant pressure and temperature, and desorption is neglected.

To solve (1), differentiate the reciprocal:

$$\frac{d}{dt}\frac1v=-\frac1{v^2}\frac{dv}{dt}=k .$$

The reciprocal grows linearly, so with $v(0)=v_0$

$$v(t)=\frac{v_0}{1+kv_0t}. \tag{3}$$

## The general update

For constant $k$, equation (3) is itself an exact step, $v/(1+hkv)$. It is positive for any step length and needs no square root, so for equation (1) alone it is the better choice. Backward Euler is studied here because it can be set up without a closed solution, and because (3) allows its error to be measured.

For any $v>0$ and $h>0$, backward Euler requires $w=v-hkw^2$, or

$$hk\,w^2+w-v=0. \tag{4}$$

The product of the two roots is $-v/(hk)$, which is negative. The roots are therefore real with opposite signs, and exactly one is positive. The quadratic formula gives it as

$$w=\frac{\sqrt{1+4hkv}-1}{2hk}. \tag{5}$$

For a short step the numerator subtracts two nearly equal numbers. Multiply numerator and denominator by $\sqrt{1+4hkv}+1$. The numerator becomes $(1+4hkv)-1=4hkv$, and the factor $2hk$ cancels:

$$\boxed{\,w=\frac{2v}{1+\sqrt{1+4hkv}}\,} \tag{6}$$

The square root exceeds 1, so the denominator exceeds 2 and

$$0<w<v\qquad\text{for every } h>0,\ k>0,\ v>0. \tag{7}$$

Repeated steps therefore give a positive, strictly decreasing sequence. A full surface, $v=0$, stays full.

Two further kinds of monotonicity follow. At fixed $v$, a larger $h$ increases the denominator of (6), so $w$ falls with step length. At fixed $h$, equation (4) reads $v=w+hkw^2$. The right side increases with $w$ for $w>0$, so $w$ increases with $v$: two surfaces that start with different vacancy fractions keep their order.

Inequality (7) concerns a single step and needs only $hk>0$. It therefore still holds if $h$ or $k$ changes from one step to the next, for example when the pressure varies, with $k$ taken at the end of each step.

## What rounding does

Write $x=hkv$ for the dimensionless step and $u=1.11\times10^{-16}$ for the rounding unit of double precision. One arithmetic operation then has a relative error of at most $u$, provided there is no overflow or underflow.

In the subtractive form (5) with small $x$, rounding the sum $1+4x$ causes an absolute error of up to $u$. The square root halves it and adds a rounding error of its own, up to about $u$. The total, $1.5u$, is compared with the small difference $\sqrt{1+4x}-1\approx2x$, so the relative error of $w$ can reach about

$$\frac{1.5u}{2x}=\frac{0.75u}{x}. \tag{8}$$

For $x$ between $10^{-8}$ and $2\times10^{-8}$, the largest relative error found in a random sample was $7.4\times10^{-9}$. The estimate at the lower end of that range is $8.3\times10^{-9}$.

For the stable form (6), put $s=\sqrt{1+4x}$, so that $ds/dx=2/s$ and $x=(s^2-1)/4$. The sensitivity of $w$ to a relative error in $x$, at fixed $v$ in the numerator, is

$$\left|\frac{d\ln w}{d\ln x}\right|=\frac{x}{1+s}\frac{ds}{dx}=\frac{2x}{s(1+s)}=\frac{s-1}{2s}<\frac12 .$$

Forming $hkv$ takes two rounded products, an error of at most $2u$, which contributes at most $u$ to $w$. Multiplication by 2 or 4 is exact. The sum under the root contributes at most $u/2$ and the root itself at most $u$. The last addition and the division add $u$ each. To first order in $u$ the total is at most $4.5u$, whatever the size of $x$. The largest error in 3000 random cases, with $x$ from $10^{-18}$ to $10^{18}$, was $2.4u$.

There is still a subtraction to avoid. The fraction of sites filled during the step is $v-w$, which cancels when the step is short, even if $w$ is accurate. Equation (4) supplies the same quantity as a product:

$$v-w=hk\,w^2. \tag{9}$$

An extreme case shows the difference. With $v=0.7$ and $x=10^{-17}$, the subtractive form returns $w=0$, a full surface after a negligible dose. The stable form returns $0.7$, so the strict decrease in (7) has been lost to rounding, although positivity has not. Equation (9) still gives the correct uptake, $7.0\times10^{-18}$. Such increments should be summed separately, starting from zero, because adding one to a number near 1 loses it again. The separate sum has the same limit: it loses an increment that is smaller than itself by a factor of more than about $10^{16}$.

## Long runs: bounds and convergence

Write (4) as $v=w(1+hkw)$ and take the reciprocal. Since

$$\frac1w-\frac{hk}{1+hkw}=\frac{1+hkw-hkw}{w(1+hkw)}=\frac1{w(1+hkw)}=\frac1v,$$

one step changes the reciprocal by

$$\frac1w-\frac1v=\frac{hk}{1+hkw}. \tag{10}$$

The exact solution changes it by $hk$. Backward Euler adds less, because $w>0$. It also adds more than $hk/(1+hkv_0)$, because every new value is smaller than $v_0$. Summing $n$ equal steps gives, for $n\ge1$,

$$\frac{v_0}{1+nhkv_0}<v_n<\frac{1}{\dfrac1{v_0}+\dfrac{nhk}{1+hkv_0}}. \tag{11}$$

The left side is the exact solution at $t=nh$. For constant $k$ the method therefore overestimates the vacancies of this model and underestimates the coverage. If $k$ rises during the run and is taken at the end of each step, early values can err the other way. The right side tends to zero as $n$ grows, and so does $v_n$, for any fixed step.

Equation (10) also shows why the relative error of a long run falls after a coarse start. Once $hkw\ll1$, the increment is close to the exact $hk$. The deficit in $1/v$ still grows, but more slowly than $1/v$ itself.

## How accurate is a step?

Let $r=w/v$. Dividing (4) by $v$ gives $r+xr^2=1$. For small $x$, insert $r=1+ax+bx^2+cx^3+\dots$, for which $r^2=1+2ax+(a^2+2b)x^2+\dots$. The coefficients of $x$, $x^2$ and $x^3$ must vanish:

$$a+1=0,\qquad b+2a=0,\qquad c+a^2+2b=0 .$$

Hence $a=-1$, $b=2$, $c=-5$, and

$$\frac wv=1-x+2x^2-5x^3+\dots,\qquad \frac1{1+x}=1-x+x^2-x^3+\dots \tag{12}$$

The second series is the exact step. The difference, to leading order, is $x^2$, so one step adds an error $vx^2=h^2k^2v^3$.

Earlier errors shrink meanwhile. The exact step maps $v$ to $v/(1+hkv)$, whose derivative with respect to $v$ is $1/(1+hkv)^2\approx1-2hkv$. The accumulated error $e$ therefore obeys, to leading order in $h$,

$$e_{n+1}\approx(1-2hkv)e_n+h^2k^2v^3,\qquad \frac{de}{dt}=-2kv\,e+hk^2v^3. \tag{13}$$

Set $S=1+kv_0t$, so that $v=v_0/S$ and $dS/dt=kv_0$. Multiplying $e$ by $S^2$ removes the damping term:

$$\frac{d(S^2e)}{dt}=S^2\left(-\frac{2kv_0}{S}e+\frac{hk^2v_0^3}{S^3}\right)+2Skv_0e=\frac{hk^2v_0^3}{S}.$$

Since $\int_0^t dt'/S=\ln S/(kv_0)$ and $e(0)=0$,

$$e(t)\approx hkv_0^2\,\frac{\ln S}{S^2},\qquad \frac{e}{v}\approx hkv_0\,\frac{\ln S}{S}. \tag{14}$$

The function $\ln S/S$ has derivative $(1-\ln S)/S^2$ and is largest at $\ln S=1$, where it equals $1/2.718=0.37$. At leading order, the relative error in the vacancy fraction thus never exceeds $0.37\,hkv_0$ during the run. This turns a tolerance into a step length, for equal steps and constant $k$.

The opposite limit is a single step with $x\gg1$. Then the 1s in (6) are negligible and

$$w\approx\frac{2v}{\sqrt{4hkv}}=\sqrt{\frac{v}{hk}},\qquad\text{whereas the exact value is about }\frac1{hk}. \tag{15}$$

The ratio of the two is $\sqrt{hkv}=\sqrt x$. A very long step is safe in sign but poor in value: at $x=100$ it leaves roughly ten times too many vacancies.

## The algorithm

Given $v$, $h$, $k$ and a running uptake $q$, one step is:

1. Compute $w=2v/\left(1+\sqrt{1+4hkv}\right)$.
2. Add $hkw^2$ to $q$.
3. Replace $v$ by $w$.

Before the run, choose $h$ from (14). Forward Euler would replace line 1 by $v(1-x)$, which is positive only for $x<1$. If $hkv_0<1$, it too stays positive and decreases, since $x$ then shrinks from step to step.

## Oxygen on ruthenium

Consider O$_2$ dosed on initially clean Ru(0001), a controlled version of the oxygen half-cycle in ruthenium deposition. The inputs are rough, and digits beyond the second serve only to let the arithmetic be followed: pressure $10^{-7}$ Torr, gas at 300 K, surface at 573 K, $s_0=0.5$, and lattice constant $a=0.271$ nm. The close-packed surface has $2/(\sqrt3a^2)=15.72$ atoms per nm$^2$. Half of this number, $N=7.86$ nm$^{-2}$, is taken as the density of available sites, because uptake is assumed to become slow near half a monolayer. This site density is a stand-in for the real geometry: no triangular subnet of the Ru(0001) lattice holds half of the atoms, so the triangular net of sites used below is an idealisation.

Kinetic gas theory gives $F=P/\sqrt{2\pi mk_BT}=0.3585$ nm$^{-2}$ s$^{-1}$, with $P$ the pressure, $m$ the molecular mass and $T$ the gas temperature. From (2),

$$k=\frac{2\times0.5\times0.3585}{7.86}=0.0456\ \text{s}^{-1},\qquad \frac1k=21.9\ \text{s}.$$

After 200 s, $kt=9.121$ and the exact model solution is $v=1/10.121=0.0988$.

Take $h=40$ s, so $hk=1.824$. The first step is

$$w=\frac{2}{1+\sqrt{1+4\times1.824}}=\frac{2}{1+2.880}=0.515,$$

and the uptake is $1.824\times0.5154^2=0.485$, which matches $1-w$. The next four values are 0.324, 0.229, 0.174 and 0.139. Forward Euler gives $1-1.824=-0.824$ at once and ends near $-6\times10^4$.

The same dose with other steps ends at these vacancy fractions:

| $h$ (s) | backward | forward | backward minus exact |
|---:|---:|---:|---:|
| 100 | 0.196 | −61.4 | 0.097 |
| 20 | 0.119 | 0.050 | 0.020 |
| 10 | 0.109 | 0.088 | 0.010 |
| 2 | 0.1009 | 0.0967 | 0.0021 |

For $h=10$ s, equation (14) predicts an error of $0.456\times\ln(10.121)/10.121^2=0.0103$, against $0.0101$ found. Even at $h=100$ s the estimate, 0.103, is close to the actual 0.097, although nothing in the derivation guarantees this at $hk=4.56$.

At $h=2$ s the two methods err by nearly equal amounts in opposite directions. This follows from (12): forward Euler has $w/v=1-x$, which misses the exact series by $-x^2$ instead of $+x^2$. The implicit method gains safety at long steps, not a higher order at short ones.

For a relative error below 1% throughout the dose, the leading-order rule asks for $0.37\,hk<0.01$, or $h$ below about 0.6 s.

## How far the model can be trusted

Equation (1) neglects effects that can outweigh the time-step error. Each is sized here for the same 200 s dose, with the other inputs held fixed.

**Repulsion between neighbours.** Let $\theta=1-v$, and let $y$ be the probability that a given site is empty and a given neighbour is occupied. The pair probabilities are then $v-y$ for two empty sites and $\theta-y$ for two occupied ones. The quasi-chemical approximation for a repulsion energy $E$ sets

$$(v-y)(\theta-y)=g\,y^2,\qquad g=e^{-E/k_BT_s},$$

where $T_s$ is the surface temperature. Expanding, with $v+\theta=1$, gives $(1-g)y^2-y+v\theta=0$. The root that tends to $v\theta$ as $g\to1$ is, after the same conjugate step as before,

$$y=\frac{2v\theta}{1+\sqrt{1-4v\theta(1-g)}}.$$

For small $v$, $y\approx v\theta+(1-g)v^2$, so the empty-pair probability is $v-y\approx gv^2$. Late adsorption is still second order, but with $k$ reduced to $gk$. A rough $E=0.05$ eV gives $g=0.36$, and in this approximation the final vacancy fraction rises from 0.099 to 0.161. The approximation ignores correlations around closed triangles of sites. On a triangular net it overstates the effect. With the equilibrium empty-pair probability of that lattice gas, taken from transfer matrices on strips 6 to 9 sites wide, the final value is 0.147, a rise of about 49%.

**A mobile precursor.** A molecule that wanders before dissociating can find a pair it did not hit. The Kisliuk form replaces $v^2$ by $1/[1+K(1/v^2-1)]$, which returns $v^2$ at $K=1$ and tends to $v^2/K$ for small $v$. A rough $K=0.5$ lowers the final value to 0.055.

**Slow mixing.** On a triangular net of sites, a lattice simulation with rapid mixing ended at 0.098, in agreement with (3). With immobile adatoms it gave 0.120 after the dose, and it finally jammed near 0.085 with no empty pair left, whereas (3) tends to zero. These values come from single runs on a 200×200 net and scatter by about 0.001; larger nets put the jammed value at about 0.0855. For a rough hopping barrier of 0.6 eV and an attempt rate of $10^{13}$ s$^{-1}$ there are about $10^9$ hops per time $1/k$, so the mobile limit is the relevant one here.

**Desorption and gas supply.** Balancing adsorption $kv^2$ against desorption $k_d\theta^2$ at $\theta\approx1$ leaves $v\approx\sqrt{k_d/k}$. With the same attempt rate, a rough barrier of 3 eV and two vacancies made per desorption event, $k_d=2\times10^{13}\,e^{-3\,\mathrm{eV}/k_BT_s}$ s$^{-1}$. This makes $v$ about $10^{-6}$, which is negligible. A 1 cm$^2$ sample in a chamber pumped at 100 L/s lowers the pressure by about 5% at the start.

In these rough estimates, repulsion raises the result by about 49% (triangular net) to 63% (quasi-chemical approximation) of its value, and the precursor lowers it by about 45%. The 10 s step shifts it by +10%. A much finer step would solve equation (1) better without describing the surface better, unless these effects are included. Surface steps, ordered oxygen phases and slow uptake beyond half a monolayer are also left out.

The pressure used here is far below that of an ordinary deposition reactor. Since $k$ is proportional to pressure, the same formula at 0.1 Torr would give $k\approx5\times10^4$ s$^{-1}$, and a 1 ms step would have $hk\approx46$. Update (6) would remain positive there, but by (15) its first step would be inaccurate. The assumption of a fixed pressure at the surface would also need checking, because gas supply may then limit the uptake. A real half-cycle starts, moreover, from a surface that carries precursor ligands, not from clean metal.

The numerical output below lists the remaining step lengths and the rounding errors.

## Table of computed values

```
ROUNDING (relative errors, no unit)
rounding unit u = 1.110e-16
stable update, worst error = 2.38 u
uptake h k w^2, worst error = 5.39 u
x = 1e-4 to 2e-4: subtractive w 7.2e-13, difference v-w 1.9e-12
x = 1e-8 to 2e-8: subtractive w 7.4e-09, difference v-w 2.0e-08
x = 1e-12 to 2e-12: subtractive w 7.6e-05, difference v-w 2.2e-04
x = 1e-17, v = 0.7: stable w = 0.7, subtractive w = 0.0, h k w^2 = 7.00e-18
EXAMPLE: O2 on Ru(0001), rough inputs
O2 pressure = 1.0e-07 Torr
gas temperature = 300 K, surface = 573 K
initial sticking = 0.5, Ru lattice a = 0.271 nm
surface Ru atoms = 15.72 nm^-2
available sites = 7.86 nm^-2
O2 flux = 0.3585 nm^-2 s^-1
rate constant k = 0.04561 s^-1, 1/k = 21.93 s
dose time = 200 s, k t = 9.121
exact model vacancy at end = 0.09880
vacancy at dose end (BE backward, FE forward Euler)
h = 100.0 s, hk = 4.561: BE 0.19603, FE -61.38, BE error 0.09723, law 0.10305
h =  40.0 s, hk = 1.824: BE 0.13859, FE -6.342e+04, BE error 0.03978, law 0.04122
  BE path, h = 40 s: 1.0000 0.5154 0.3240 0.2286 0.1736 0.1386
  FE first step, h = 40 s: -0.8242
h =  20.0 s, hk = 0.912: BE 0.11886, FE 0.04969, BE error 0.02006, law 0.02061
h =  10.0 s, hk = 0.456: BE 0.10892, FE 0.08775, BE error 0.01011, law 0.01030
h =   5.0 s, hk = 0.228: BE 0.10390, FE 0.09354, BE error 0.00509, law 0.00515
h =   2.0 s, hk = 0.091: BE 0.10085, FE 0.09673, BE error 0.00205, law 0.00206
h = 0.01 s: BE error / error law = 0.99997
NEGLECTED EFFECTS (vacancy at dose end unless a unit is given)
lattice simulation with rapid mixing = 0.0983
immobile adatoms = 0.1195, jammed limit = 0.0849
thermal energy = 0.04938 eV, repulsion = 0.05 eV
Boltzmann factor of repulsion = 0.3633
with repulsion = 0.1608
with precursor, K = 0.5: 0.0547
attempt rate = 1e+13 s^-1
hop barrier = 0.6 eV, hop rate = 5.28e+07 s^-1
hops per time 1/k = 1.16e+09
desorption barrier = 3.0 eV, rate = 8.22e-14 s^-1
vacancy floor from desorption = 1.34e-06
sample area = 1.0 cm2, pump speed = 100 L/s
initial pressure drop by uptake = 5.28 %
```
